\section*{Holding a d-orbital occupation with the maximum-overlap method}

\section{What symmetry allows as a measure of ``the same occupation''}

Suppose that $n$ orbitals of one spin are occupied, and that a new Fock matrix has just been diagonalized. Which new orbitals continue the old occupation? Let the columns of $C_{\rm old}$ be the old occupied orbitals and those of $C_{\rm new}$ all the new ones, real and orthonormal in the basis overlap matrix $S$. The available data are the overlaps
\begin{equation}
O_{ij}=(C_{\rm old}^{T}SC_{\rm new})_{ij}.
\end{equation}
A determinant changes at most by a sign when its occupied orbitals are mixed by an orthogonal matrix $R$. Such a mixing turns column $j$ of $O$ into $R^T$ times that column. A measure built from this column must not notice the change, so it can depend only on the column's length. The ranking is therefore fixed by
\begin{equation}
p_j=\sum_{i=1}^{n}O_{ij}^{2},\qquad 0\le p_j\le 1 .
\label{eq:p}
\end{equation}
A plain sum of $O_{ij}$ fails this requirement: it changes when one orbital changes sign.

The number $p_j$ is the weight of new orbital $j$ in the old occupied space. With $P=CC^T$ for occupied columns,
\begin{equation}
{\rm Tr}(P_{\rm old}SP_{\rm new}S)=\sum_{j\,\rm filled}\ \sum_i O_{ij}^2=\sum_{j\,\rm filled}p_j .
\end{equation}
The terms are independent, so filling the $n$ largest $p_j$ maximizes this projector overlap. This is the maximum-overlap method (MOM). It does not always maximize $|\det O|$, the overlap of the two determinants, which is a product of singular values and not a sum of their squares. In 200 random selections of three orbitals from six, in nonorthogonal bases, the rule agreed each time with a search over all subsets, while the largest determinant overlap picked another set in 40 of them.

\section{The naive scheme and its collapse}

Unrestricted Hartree--Fock theory, with fixed numbers of electrons of each spin $s$, has
\begin{align}
F_s&=h+J[P_\uparrow+P_\downarrow]-K[P_s],\\
E&=\tfrac12\sum_s{\rm Tr}\,P_s(h+F_s),
\end{align}
where $J[P]_{pq}=\sum_{rt}(pq|rt)P_{rt}$ and $K[P]_{pq}=\sum_{rt}(pr|qt)P_{rt}$. From here on the basis is orthonormal. The naive scheme promotes an electron in the starting guess, then iterates with the lowest $n$ levels filled. Its filling rule ignores the previous occupation; the promotion survives only through the Fock matrix built from the promoted density, and only if that matrix keeps the promoted level among the lowest $n$.

A small model shows the consequence. It has a nonbonding d orbital $a$ ($xy$), an antibonding d orbital $b$ ($x^2-y^2$) and one ligand orbital $L$, with bare levels $0$, $1.5$ and $-4$ eV. The couplings are $h_{bL}=-2$ eV and $h_{aL}=-0.3$ eV; the second removes any symmetry distinction between $a$ and $b$. On the d shell the Kanamori integrals are
\begin{equation}
(aa|aa)=(bb|bb)=U,\quad (aa|bb)=U-2J,\quad (ab|ab)=(ab|ba)=J,
\end{equation}
with $U=3$ eV and $J=0.5$ eV. Two electrons have spin up and one has spin down: a filled ligand orbital plus one d electron. The ground state has the d electron in $a$. The wanted state has it in $b$.

Starting from the ground-state orbitals with the d electron promoted, the first spin-up diagonalization gives
\begin{center}
\begin{tabular}{lccc}
level (eV) & $-4.649$ & $1.627$ & $2.314$\\
$p_j$ & $0.9999$ & $0.0001$ & $1.0000$
\end{tabular}
\end{center}
Aufbau fills the first two levels and so moves the electron back to $a$. It converges to $-9.0345$ eV, the ground state. MOM fills the first and third and, with the damping described below, converges to $-6.9703$ eV. The final spin-up populations of $a$ and $b$ are $0.998$ and $0.066$ after aufbau, but $0.004$ and $0.997$ after MOM. The small $b$ population in the ground state is the d part of the metal--ligand bond.

\section{Why the empty level lies below the filled one}

Switch off both ligand couplings and let $\Delta$ be the splitting of $b$ above $a$. The spin-up d electron sits in $b$. Its Coulomb and exchange self-interactions cancel, so $e_b=\varepsilon_b$. The empty spin-up orbital $a$ feels the electron in $b$:
\begin{equation}
e_a=\varepsilon_a+(U-2J)-J=\varepsilon_a+U-3J .
\end{equation}
The gap from filled to empty is therefore
\begin{equation}
G=e_a-e_b=U-3J-\Delta .
\label{eq:Gone}
\end{equation}
Aufbau abandons the state at once when $\Delta>U-3J$. For $\Delta=2.2$ eV and $U-3J=1.5$ eV, $G=-0.7$ eV.

The same balance can be followed in the coupled model. At the MOM solution the spin-down populations of $a$ and $b$ are $0.0019$ and $0.0473$. The diagonal Fock element of the empty orbital is
\begin{align}
F_{aa}^{\uparrow}&=Un_{a\downarrow}+(U-2J)n_{b\downarrow}+(U-3J)n_{b\uparrow}\nonumber\\
&=3(0.0019)+2(0.0473)+1.5(0.9973)=1.596\ {\rm eV}.
\end{align}
The off-diagonal Fock elements, which mix a little $b$ and $L$ into this orbital, raise the level only slightly, to $1.61$ eV in the full calculation. For the filled orbital,
\begin{align}
F_{bb}^{\uparrow}&=1.5+3(0.0473)+2(0.0019)+1.5(0.0039)=1.652\ {\rm eV},\\
e_b&\simeq\frac{1.652-4}{2}+\sqrt{\left(\frac{1.652+4}{2}\right)^2+2^2}=2.29\ {\rm eV}.
\end{align}
The level order is thus inverted by $0.68$ eV. Most of this inversion comes from the antibonding interaction with the ligand, which lifts the filled level by $0.64$ eV, from $1.65$ to $2.29$ eV.

\section{Selection alone is not enough}

MOM removes the jump to another occupation, but it imposes no constraint on the orbitals. Whether the iteration converges depends on how it treats a small error. To find out, rotate each occupied orbital $i$ by small amounts $\theta_{vi}$ into the empty orbitals $v$ of the same spin. Through second order, the density of that spin changes by
\begin{align}
\delta P^{(1)}&=\sum_{vi}\theta_{vi}(\phi_v\phi_i^T+\phi_i\phi_v^T),\\
\delta P^{(2)}&=\sum_{vwi}\theta_{vi}\theta_{wi}\phi_v\phi_w^T-\sum_{vij}\theta_{vi}\theta_{vj}\phi_i\phi_j^T .
\end{align}
The second line adds density in the empty space and removes the same amount from the occupied space. Since $E$ is quadratic in the density,
\begin{equation}
E(P+\delta P)=E(P)+\sum_s{\rm Tr}F_s\delta P_s+\tfrac12\sum_s{\rm Tr}\,\delta P_s\,\delta F_s ,
\end{equation}
where $\delta F$ is the linear response of $F$ to $\delta P$. The first-order energy is $2\sum F_{vi}\theta_{vi}$, so a stationary state needs $F_{vi}=0$, whatever the order of its levels. At such a state choose orbitals that diagonalize $F$. The term with $\delta P^{(2)}$ becomes $\sum(e_v-e_i)\theta_{vi}^2$. In the last term the two halves of $\delta P^{(1)}$ contribute equally and cancel the factor $\frac12$. Hence
\begin{equation}
E-E_0=\sum_{vi}\theta_{vi}\left[(e_v-e_i)\theta_{vi}+\delta F_{vi}\right]=\theta^TA\theta .
\end{equation}
With $G$ the diagonal matrix of gaps $e_v-e_i$ and $\delta F_{vi}=(W\theta)_{vi}$, where $W$ is symmetric, this reads $A=G+W$. The matrix $A$ is half the energy Hessian.

Now diagonalize the disturbed Fock matrix. If no gap vanishes, first-order perturbation theory gives the admixture of $v$ in the new orbital $i$:
\begin{equation}
\theta^{\rm new}_{vi}=\frac{\delta F_{vi}}{e_i-e_v}
\quad\Longrightarrow\quad
\theta^{\rm new}=-G^{-1}W\theta=(1-G^{-1}A)\theta .
\end{equation}
Damping replaces $P$ by $P+\lambda(P_{\rm new}-P)$, so that
\begin{equation}
\theta'=(1-\lambda)\theta+\lambda\theta^{\rm new}=(1-\lambda G^{-1}A)\theta .
\label{eq:map}
\end{equation}
A damped density is in general not a projector. Its first-order errors within the occupied or within the empty space are absent from $P_{\rm new}$, so they are multiplied by $1-\lambda$ in each step. They can feed $\theta$, but $\theta$ does not feed them, and the eigenvalues of (\ref{eq:map}) are unaffected.

Let $r$ be an eigenvalue of $G^{-1}A$. If all $r$ are real, local convergence requires $|1-\lambda r|<1$ for each, that is
\begin{equation}
r>0,\qquad 0<\lambda<2/r_{\max},
\label{eq:limit}
\end{equation}
together with $\lambda<2$ for the errors just described. When $G$ has mixed signs $r$ may be complex; then ${\rm Re}\,r>0$ and $\lambda<2\,{\rm Re}\,r/|r|^2$ are needed.

For aufbau order all gaps are positive. Then $G^{-1}A$ is similar to $G^{-1/2}AG^{-1/2}$, which by Sylvester's law of inertia has as many negative eigenvalues as $A$. A saddle of the energy thus has some $r<0$, and $1-\lambda r>1$ for every positive $\lambda$. Damped aufbau iteration is repelled by the saddle unless symmetry, or a specially prepared start, keeps the unstable rotation at zero. An inverted gap can make the corresponding $r$ positive. The inversion that defeats aufbau is what lets MOM converge.

The uncoupled model makes this explicit. Put the d electron in $\cos\theta\,b+\sin\theta\,a$. Self-interaction still cancels, and
\begin{equation}
E(\theta)=\varepsilon_b\cos^2\theta+\varepsilon_a\sin^2\theta+{\rm const}
\simeq E_0-\Delta\,\theta^2 ,
\end{equation}
so $A=-\Delta$. With (\ref{eq:Gone}),
\begin{equation}
r=\frac{\Delta}{\Delta-(U-3J)},\qquad
\lambda<\frac{2[\Delta-(U-3J)]}{\Delta}.
\end{equation}
For $\Delta=2.2$ eV this gives $r=3.1$ and $\lambda<0.64$. Undamped iteration, $\lambda=1$, would need $\Delta>2(U-3J)=3$ eV. As $\Delta$ falls towards $U-3J$ the allowed damping factor goes to zero.

\section{The scheme}

These requirements lead to the following procedure.
\begin{enumerate}
\item Converge the ground state. Exchange one occupied orbital for the empty orbital richest in the wanted d function, and build the density.
\item Build and diagonalize $F_s$. Compute $p_j$ from (\ref{eq:p}) for each spin, with the previously occupied orbitals as reference, and fill the $n$ largest.
\item Form $P_{\rm new}$. Stop if $P_{\rm new}-P$ is negligible. Testing the damped change instead would make a small $\lambda$ look like convergence.
\item Otherwise replace $P$ by $P+\lambda(P_{\rm new}-P)$ and return to step 2.
\item At the end verify $F_{vi}=0$ and inspect the d populations. A large $p_j$ in the last step shows only that the last step was small.
\end{enumerate}

For the coupled model at the MOM solution, $A$ has the eigenvalues $-2.07$, $6.13$, $6.49$ and $9.41$ eV: the state is a saddle with one downhill direction. The eigenvalues of $G^{-1}A$ are $0.993$, $0.996$, $1.004$ and $2.976$, all positive, so (\ref{eq:limit}) gives $\lambda<2/2.976=0.672$. A numerical derivative of one iteration agrees with $1-G^{-1}A$ to $4\times10^{-6}$ in every element. With all rotation angles displaced by $10^{-3}$, MOM returns to the state at $0.85$ of the limiting $\lambda$ and does not at $1.15$ of it.

The run above used $\lambda=0.2$. The error in the mode with $r=2.976$ is then multiplied by $0.40$ in each step, and that in the slowest rotation by $0.80$. Equating $1-0.993\lambda$ to $2.976\lambda-1$ gives $\lambda=0.50$, with a predicted factor of about $0.50$ for both. Without damping the factor is $1-2.976=-1.98$: the error changes sign and nearly doubles. The undamped run indeed failed to converge in 3000 steps. Its last determinant lay $1.82$ eV above the ground state, a number with no meaning as an excitation energy.

\section{When MOM also loses the state}

Raise $U$ to 5 eV with everything else fixed. Now $U-3J=3.5$ eV exceeds the splitting. The excited stationary state still exists, $1.94$ eV above the new ground state, but its smallest gap is $+1.34$ eV. It has aufbau order, and the lowest eigenvalue of $A$ is $-1.95$ eV. Treating this as a single rotation gives a growth factor $1+0.2(1.95/1.34)=1.29$ per step at $\lambda=0.2$; the full matrix gives $1.28$. Started with angles of $10^{-3}$ from the saddle, both MOM and aufbau end in the ground state.

No sudden exchange of orbitals is needed for this. Close to the saddle each new occupied space overlaps strongly with the last one, MOM accepts it, and the reference moves along. Keeping the initial orbitals as a fixed reference does not cure the local instability: near the state it selects the same orbitals, so (\ref{eq:map}) is unchanged. This conclusion is for plain damping. Extrapolation methods such as DIIS, which combine several earlier Fock matrices, follow a different iteration map and can converge to a saddle that damping cannot hold. In this model at $U=5$ eV, DIIS with the commutator $FP-PF$ as error does so within a few steps from the promoted start.

Another remedy is to solve $F_{vi}=0$ directly. The energy gradient is $2F_{vi}$ and the Hessian is $2A$, so the Newton step is
\begin{equation}
\theta=-A^{-1}F_{vi},
\end{equation}
with $F_{vi}$ read as a vector. It does not divide by the level gaps and needs only a nonsingular $A$ and a start close enough to the state. A root search on $F_{vi}=0$ located the saddle at $U=5$ eV, and at $U=3$ eV it reproduced the MOM energy.

\section{What the held determinant represents}

Diagonalizing the three-orbital Hamiltonian in the space of all its determinants gives an excitation energy of $2.065$ eV. The difference of the two self-consistent energies is $2.064$ eV, too low by $1$ meV. The determinants lie above their respective full energies by about $3$ meV (ground) and $2$ meV (excited), and these errors partly cancel. The held determinant has weight $0.9996$ in the full excited state. Its overlap with the ground determinant is $0.00035$. Its energy is not guaranteed to be an upper bound to the excited level: that guarantee requires orthogonality to the full ground state, which MOM does not enforce.

This agreement belongs to a state dominated by one determinant. An open-shell singlet is different. The determinant with $a$ spin up and $b$ spin down is an equal mixture of singlet and triplet, so for common, frozen orbitals
\begin{equation}
E_{\rm det}=\tfrac12(E_S+E_T)\quad\Longrightarrow\quad E_S=2E_{\rm det}-E_T .
\end{equation}
MOM can hold that determinant, but it cannot supply the missing second one. A multireference state needs a multiconfigurational treatment, for which the held orbitals may serve as a start.

\section{Scale of a real complex}

The parameters lie roughly in the regime of a d$^1$ titanium(III) complex, where ligand-field excitations are near 2 eV. The value $U=3$ eV is an effective, screened one; the bare repulsion in a 3d shell is far larger, about 20 eV for the Hartree--Fock 3d orbital of the free Ti$^{3+}$ ion. This choice decides whether the levels invert, so the success at $U=3$ eV must not be carried over to an unscreened Hartree--Fock calculation.

Fixed geometry is the assumption that a real molecule breaks most visibly among the effects estimated here. Take six equal bonds of $R=0.205$ nm, each with stiffness $k=900$ eV/nm$^2$ (rough values), and a ligand field varying as $R^{-5}$. The excited state pushes the bonds outward with total force $f=5(2.064)/0.205=50$ eV/nm. Minimizing $3kx^2-fx$ over the common extension $x$ lowers the energy by
\begin{equation}
\frac{f^2}{12k}\simeq0.23\ {\rm eV},
\end{equation}
about 11\% of the vertical excitation energy. This estimate takes the force as constant. The force weakens as the bonds lengthen, and keeping the full $R^{-5}$ law reduces the gain to about $0.19$ eV, or 9\%. A common extension also underestimates the gain. In the angular-overlap picture the splitting of $xy$ and $x^2-y^2$ depends only on the four in-plane bonds, so the whole force acts on these and the axial bonds stay fixed. Minimizing $2kx^2-fx$ then gives $f^2/8k\simeq0.35$ eV, or about $0.26$ eV with the full $R^{-5}$ law.

Adding a metal--ligand repulsion of 1 eV and a ligand repulsion of 4 eV, with the bare levels compensated for the reference occupation, raises the excitation to $2.13$ eV. Adding instead two nonbonding d orbitals at $0.2$ and $0.3$ eV, coupled to $L$ by $-0.2$ and $-0.1$ eV, changes it by $2$ meV. In both cases the gap stays near $-0.68$ eV and MOM holds the state. A spin--orbit constant of $20$ meV is also the coupling between $xy$ and $x^2-y^2$; this coupling alone shifts the two levels by about $20^2/2064=0.2$ meV. Coupling to the other nonbonding d orbitals matters more for the ground level: it brings the total shift to about $1$ meV if they lie $0.2$ and $0.3$ eV higher, and to about $10$ meV if they are degenerate with $xy$. At 400 K, $k_BT=0.034$ eV and the Boltzmann factor of the vertical excitation is of order $10^{-26}$: the held state is one to be reached by light, not by heating. The complete values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
U, J, U-3J (eV): 3.00 0.50 1.50
levels a, b, L (eV): 0.00 1.50 -4.00
couplings a-L, b-L (eV): -0.30 -2.00
damping lambda: 0.20
selection trials; max-determinant choice differs: 200; 40
no-mixing limit: splitting, G, A (eV): 2.2000 -0.7000 -2.2000
first-step spin-up levels (eV): -4.6487 1.6271 2.3136
first-step overlap weights p_j: 0.9999 0.0001 1.0000
ground energy (eV): -9.034547
aufbau end energy (eV), steps: -9.034547, 161
MOM end energy (eV), steps: -6.970337, 97
root-search energy (eV): -6.970337
MOM excitation energy (eV): 2.0642
aufbau spin-up populations a, b, L: 0.9983 0.0656 0.9361
aufbau spin-down populations a, b, L: 0.0016 0.0562 0.9422
MOM spin-up populations a, b, L: 0.0039 0.9973 0.9988
MOM spin-down populations a, b, L: 0.0019 0.0473 0.9508
MOM spin-up filled levels (eV): -4.6512 2.2886
MOM spin-up empty level (eV): 1.6102
MOM smallest G (eV): -0.6784
MOM eigenvalues of A (eV): -2.0658 6.1338 6.4898 9.4112
MOM eigenvalues of G^-1 A: 0.9933 0.9959 1.0044 2.9764
largest Jacobian error: 3.8e-06
damping limit: 0.6720
target reached at 0.85, 1.15 of limit: True, False
undamped MOM: converged False, energy above ground (eV) 1.8240
large U, U-3J (eV): 5.00 3.50
large U: saddle above ground (eV): 1.9448
large U: smallest G, lowest A (eV): 1.3354 -1.9458
large U: error growth per step: 1.2835
large U: MOM end above ground (eV), steps: 1.8e-15, 345
full diagonalization: ground, excited (eV): -9.0377 -6.9725
full diagonalization: excitation (eV): 2.0652
MOM minus full excitation (meV): -0.99
weight of MOM determinant in full state: 0.99962
MOM <S^2> (doublet 0.75): 0.75000
overlap of MOM and ground determinants: 0.00035
added repulsions d-L, L-L (eV): 1.0 4.0
  excitation, smallest G (eV): 2.1333 -0.6729
two added d levels (eV): 0.2 0.3
  excitation, smallest G (eV): 2.0665 -0.6811
spin-orbit constant, shift (meV): 20, 0.19
bond (nm), stiffness (eV/nm2): 0.205, 900
bond relaxation energy (eV): 0.235
temperature (K), kT (eV): 400, 0.0345
thermal factor exp(-E/kT): 9.8e-27
\end{verbatim}
